# Germanium's L, M and N from Löwdin Sums with Degenerate Triplets: test program

```python
"""Spinless valence parameters L, M, N of a local-pseudopotential model of germanium.

Result under test: near Gamma the three top valence bands are
  E_v + (hbar^2/2m0) * eigenvalues of the matrix with
  diagonal L kx^2 + M (ky^2+kz^2) and cyclic, off-diagonal N kx ky and cyclic,
where L, M, N (free-electron term included) follow from Loewdin sums
  D[a,b,i,j] = delta_ab delta_ij + 2 sum_n <i|p_a|n><n|p_b|j> / (E_v - E_n)
in a symmetry-aligned triplet X, Y, Z. They are compared with finite-difference
curvatures of the full bands. Hartree atomic units are used inside.
g: integer reciprocal vectors in units 2 pi/a; C: eigenvectors; E: energies.
"""
import numpy as np
from scipy import constants as sc

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
HB2_2M = 0.5 * HARTREE_EV * BOHR_NM**2          # hbar^2/2m0 in eV nm^2

A_NM = 0.566                                    # rough lattice constant
FORM_RY = {3: -0.23, 8: 0.01, 11: 0.06}         # rough local form factors
SPIN_ORBIT_EV = 0.30                            # rough splitting
TEMPERATURE = 300.0
CUTOFF = 43                                     # largest squared length of g
UNIT_G = 2 * np.pi / (A_NM / BOHR_NM)
rng = np.random.default_rng(7)


def gamma_hamiltonian(cutoff, form_ry):
    """Plane-wave Hamiltonian at Gamma, origin on an atom."""
    m = int(np.sqrt(cutoff)) + 1
    r = range(-m, m + 1)
    g = np.array([(h, k, l) for h in r for k in r for l in r
                  if h % 2 == k % 2 == l % 2 and h*h + k*k + l*l <= cutoff])
    diff = g[:, None, :] - g[None, :, :]
    square = (diff**2).sum(axis=2)
    structure = 0.5 * (1 + np.exp(-0.5j * np.pi * diff.sum(axis=2)))
    ham = np.zeros(square.shape, complex)
    for s, v in form_ry.items():
        ham += np.where(square == s, 0.5 * v, 0.0) * structure
    ham += np.diag(0.5 * UNIT_G**2 * (g**2).sum(axis=1))
    return g, ham


def group_levels(E, tol=1e-7):
    cuts = np.where(np.diff(E) > tol)[0] + 1
    return np.split(np.arange(len(E)), cuts)


def random_unitary(n):
    q, _ = np.linalg.qr(rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)))
    return q


def scramble(C, levels):
    """Rotate every degenerate level by its own random unitary matrix."""
    out = C.copy()
    for lv in levels:
        out[:, lv] = C[:, lv] @ random_unitary(len(lv))
    return out


def rotate(vectors, g, new_g):
    """Coefficients after the rotation that sends each g to new_g."""
    index = {tuple(v): i for i, v in enumerate(g)}
    target = [index[tuple(v)] for v in new_g]
    out = np.zeros_like(vectors)
    out[target] = vectors
    return out


def align(T, g):
    """Symmetry-aligned X, Y, Z from an arbitrarily mixed triplet T."""
    W = T.conj().T @ rotate(T, g, g * np.array([1, -1, -1]))
    w, u = np.linalg.eigh(0.5 * (W + W.conj().T))
    assert np.allclose(w, [-1, -1, 1], atol=1e-8)
    X = T @ u[:, 2]
    Y = rotate(X, g, g[:, [2, 0, 1]])
    Z = rotate(Y, g, g[:, [2, 0, 1]])
    B = np.stack([X, Y, Z], axis=1)
    overlap = T.conj().T @ B
    assert np.allclose(overlap.conj().T @ overlap, np.eye(3), atol=1e-8)
    return B


def momentum(B, C, g):
    return np.array([B.conj().T @ (UNIT_G * g[:, [a]] * C) for a in range(3)])


def loewdin_tensor(B, C, E, triplet, g):
    P = momentum(B, C, g)
    rest = np.setdiff1d(np.arange(len(E)), triplet)
    weight = 2.0 / (E[triplet].mean() - E[rest])
    D = np.einsum("ain,n,bjn->abij", P[:, :, rest], weight, P[:, :, rest].conj())
    return D + np.einsum("ab,ij->abij", np.eye(3), np.eye(3))


def read_lmn(D):
    return np.array([D[0, 0, 0, 0], D[1, 1, 0, 0],
                     D[0, 1, 0, 1] + D[1, 0, 0, 1]]).real


def level_shares(B, C, E, levels, triplet, g):
    """List of (energy above E_v, degeneracy, shares of L, M, N)."""
    P, ev, rows = momentum(B, C, g), E[triplet].mean(), []
    for lv in levels:
        if lv[0] == triplet[0]:
            continue
        Q, gap = P[:, :, lv], E[lv].mean() - ev
        l = -2 * np.sum(abs(Q[0, 0])**2) / gap
        m = -2 * np.sum(abs(Q[1, 0])**2) / gap
        n = -2 * np.sum(Q[0, 0] * Q[1, 1].conj() + Q[1, 0] * Q[0, 1].conj()).real / gap
        rows.append((gap, len(lv), l, m, n))
    return rows


def solve(cutoff, form_ry):
    g, ham = gamma_hamiltonian(cutoff, form_ry)
    E, C = np.linalg.eigh(ham)
    levels = group_levels(E)
    triplet = next(lv for lv in levels if len(lv) == 3)
    C = scramble(C, levels)
    B = align(C[:, triplet], g)
    D = loewdin_tensor(B, C, E, triplet, g)
    shares = level_shares(B, C, E, levels, triplet, g)
    singlet = next(s for s in shares if s[1] == 1 and abs(s[2]) > 0.1)
    return dict(g=g, ham=ham, E=E, C=C, levels=levels, triplet=triplet, B=B,
                D=D, lmn=read_lmn(D), shares=shares, singlet=singlet)


def dkk_matrix(k, lmn):
    L, M, N = lmn
    H = N * np.outer(k, k)
    np.fill_diagonal(H, M * np.dot(k, k) + (L - M) * k**2)
    return H


main = solve(CUTOFF, FORM_RY)
g, ham, E, C = main["g"], main["ham"], main["E"], main["C"]
levels, triplet, D, lmn = main["levels"], main["triplet"], main["D"], main["lmn"]
L, M, N = lmn
E_v = E[triplet].mean()

# No first-order term inside the triplet.
inner_p = np.abs(momentum(main["B"], main["B"], g)).max()
assert inner_p < 1e-8

# The aligned tensor has the full cubic form for an arbitrary wave vector.
k_test = np.array([0.3, -0.7, 1.1])
form_error = np.abs(np.einsum("a,b,abij->ij", k_test, k_test, D)
                    - dkk_matrix(k_test, lmn)).max()
assert form_error < 1e-6

# Random rotations: aligned results stay, unaligned elements wander,
# and rotation invariants give the same three numbers.
naive, rotation_error, invariant_error = [], 0.0, 0.0
for _ in range(4):
    Cr = scramble(C, levels)
    T = Cr[:, triplet]
    Draw = loewdin_tensor(T, Cr, E, triplet, g)
    naive.append(Draw[0, 0, 0, 0].real)
    again = read_lmn(loewdin_tensor(align(T, g), Cr, E, triplet, g))
    rotation_error = max(rotation_error, np.abs(again - lmn).max())
    eig = np.linalg.eigvalsh(Draw[0, 0])
    S = Draw + Draw.transpose(1, 0, 2, 3)
    n_inv = np.cbrt(np.trace(S[0, 1] @ S[1, 2] @ S[2, 0]).real)
    invariant_error = max(invariant_error, abs(n_inv - N),
                          np.abs(eig - np.sort([L, M, M])).max())
assert rotation_error < 1e-6 and invariant_error < 1e-6
assert np.ptp(naive) > 0.5


# Finite-difference curvatures of the full bands.
def bands(k):
    H = ham + np.diag(UNIT_G * (g @ k) + 0.5 * np.dot(k, k))
    return np.linalg.eigvalsh(H)[triplet]


def curvature(direction, step=0.001):
    n = np.array(direction, float) / np.linalg.norm(direction)
    c1, c2 = [2 * (bands(s * n) - E_v) / s**2 for s in (step, 2 * step)]
    return (4 * c1 - c2) / 3


def single_and_pair(c):
    if c[1] - c[0] < c[2] - c[1]:
        return c[2], 0.5 * (c[0] + c[1])
    return c[0], 0.5 * (c[1] + c[2])


c100, c110, c111 = [curvature(d) for d in ([1, 0, 0], [1, 1, 0], [1, 1, 1])]
L_fd, M_fd = single_and_pair(c100)
single111, pair111 = single_and_pair(c111)
N_fd = single111 - pair111
fd = np.array([L_fd, M_fd, N_fd])
fd_tol = 1e-4 * np.abs(lmn).max()               # leftover of the extrapolation
assert np.abs(fd - lmn).max() < fd_tol
pred110 = np.sort([(L + M + N) / 2, (L + M - N) / 2, M])
assert np.abs(c110 - pred110).max() < fd_tol
assert abs(pair111 - (L + 2 * M - N) / 3) < fd_tol

# General direction: the error of the quadratic matrix falls as k^4.
general = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
errors = [np.abs(bands(s * general) - E_v
                 - 0.5 * np.linalg.eigvalsh(dkk_matrix(s * general, lmn))).max()
          for s in (0.004, 0.002)]
error_ratio = errors[0] / errors[1]
assert 14 < error_ratio < 17.5

# Selection rules level by level.
F = G = H1 = H2 = 0.0
big = [s for s in main["shares"] if abs(s[2]) + abs(s[3]) > 5e-3]
for gap, size, l, m, n in big:
    assert size <= 3
    if size == 1:
        assert abs(m) < 1e-6 and abs(n - l) < 1e-6
        F += l
    elif size == 2:
        assert abs(m) < 1e-6 and abs(n + l / 2) < 1e-6
        G += l / 2
    else:
        assert abs(l) < 1e-6 and abs(abs(n) - abs(m)) < 1e-6
        if n * m > 0:
            H1 += m
        else:
            H2 += m
remainder = lmn - np.array([1 + F + 2*G, 1 + H1 + H2, F - G + H1 - H2])
assert np.abs(remainder).max() < 0.1

# Plane-wave convergence.
small, large = solve(24, FORM_RY), solve(75, FORM_RY)
assert np.abs(large["lmn"] - lmn).max() < 0.01 * abs(L)

# Rounding of the form factor at squared length 8.
varied = [solve(CUTOFF, {**FORM_RY, 8: FORM_RY[8] + d}) for d in (-0.005, 0.005)]
gaps = np.array([v["singlet"][0] for v in varied])
kane = np.array([-v["singlet"][2] * v["singlet"][0] for v in varied])
assert np.ptp(kane) / kane.mean() < 0.5 * np.ptp(gaps) / gaps.mean()

# Spin-orbit coupling added to the spinless matrix.
eps = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, c], eps[a, c, b] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
delta = SPIN_ORBIT_EV / HARTREE_EV
H_so = delta / 3 * sum(np.kron(pauli[a], -1j * eps[a]) for a in range(3))
k_small = 1e-4
H6 = H_so + np.kron(np.eye(2), 0.5 * dkk_matrix(np.array([k_small, 0, 0]), lmn))
c_so = 2 * (np.linalg.eigvalsh(H6) - np.linalg.eigvalsh(H_so)) / k_small**2
expected = np.concatenate([[(L + 2*M) / 3] * 2, np.sort([(2*L + M) / 3] * 2 + [M] * 2)])
assert np.abs(c_so - expected).max() < 1e-3 * abs(L)

gap0, _, F_first, _, _ = main["singlet"]
L_narrow = L + F_first * (gap0 / (gap0 - delta / 3) - 1)

# Nonparabolicity of the light band at the thermal energy.
kT_eV = sc.k * TEMPERATURE / sc.e
k_T = np.sqrt(2 * kT_eV / HARTREE_EV / abs(L))
true_T = (bands(np.array([k_T, 0, 0]))[0] - E_v) * HARTREE_EV
nonparabolic = 100 * (abs(true_T) / kT_eV - 1)


def show(label, values, unit="", digits=4):
    text = "  ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


show("Lattice constant", A_NM, "nm", 3)
show("Form factors at 3, 8, 11", list(FORM_RY.values()), "Ry", 3)
print("Plane waves (main cutoff 43):", len(g))
show("hbar^2/2m0", HB2_2M, "eV nm^2", 5)
print("L, M, N below are in units of hbar^2/2m0 unless marked")
show("Loewdin L, M, N", lmn)
show("Finite-difference L, M, N", fd)
print(f"Largest difference: {np.abs(fd - lmn).max():.1e}")
show("L, M, N converted", lmn * HB2_2M, "eV nm^2")
show("[100] curvatures from bands", c100)
show("[110] curvatures from bands", c110)
show("[110] curvatures predicted", pred110)
show("[111] curvatures from bands", c111)
show("Error ratio on halving k, [123]", error_ratio, "", 2)
show("Unaligned xx element, 4 random mixings", naive, "", 3)
print(f"Change of aligned L, M, N under mixing: {rotation_error:.1e}")
print(f"Invariants minus aligned values: {invariant_error:.1e}")
print(f"Largest p inside the triplet: {inner_p:.1e} atomic units")
print("Largest level shares: energy above E_v (eV), degeneracy, L, M, N")
for s in sorted(sorted(big, key=lambda s: -abs(s[2]) - abs(s[3]))[:6]):
    print(f"  {s[0]*HARTREE_EV:8.3f}  {s[1]}  {s[2]:9.4f} {s[3]:9.4f} {s[4]:9.4f}")
show("F, G, H1, H2", [F, G, H1, H2])
show("Left over in L, M, N from small levels", remainder)
show("Direct gap to the singlet", gap0 * HARTREE_EV, "eV")
show("Singlet momentum energy 2p^2/m0", -F_first * gap0 * HARTREE_EV, "eV", 3)
for cut, run in ((24, small), (43, main), (75, large)):
    show(f"Cutoff {cut}, {len(run['g'])} waves: L, M, N", run["lmn"])
show("Spinless [100] masses, light and heavy", [1/abs(L), 1/abs(M)], "m0")
show("Spin-orbit splitting (rough)", SPIN_ORBIT_EV, "eV", 2)
show("[100] light-hole mass with spin-orbit", 1 / abs((2*L + M) / 3), "m0")
show("[100] heavy-hole mass with spin-orbit", 1 / abs(M), "m0")
show("Edge rise by spin-orbit", delta / 3 * HARTREE_EV, "eV", 3)
show("L with the gap narrowed by that rise", L_narrow, "", 2)
show("Thermal energy at 300 K", 1000 * kT_eV, "meV", 2)
show("Light-band k at that energy", k_T / BOHR_NM, "1/nm")
show("Band energy against parabola there", nonparabolic, "%", 2)
for d, v in zip((-0.005, 0.005), varied):
    show(f"Form factor 8 shifted {d:+.3f} Ry: L, M, N", v["lmn"], "", 3)
show("  gaps for the two shifts", gaps * HARTREE_EV, "eV", 3)
show("  momentum energies for the two shifts", kane * HARTREE_EV, "eV", 3)
print("ALL CHECKS PASSED")
```

Running it gives:

```
Lattice constant: 0.566 nm
Form factors at 3, 8, 11: -0.230  0.010  0.060 Ry
Plane waves (main cutoff 43): 307
hbar^2/2m0: 0.03810 eV nm^2
L, M, N below are in units of hbar^2/2m0 unless marked
Loewdin L, M, N: -17.2039  -2.9984  -19.4262
Finite-difference L, M, N: -17.2039  -2.9984  -19.4261
Largest difference: 7.4e-06
L, M, N converted: -0.6555  -0.1142  -0.7401 eV nm^2
[100] curvatures from bands: -17.2039  -2.9984  -2.9984
[110] curvatures from bands: -19.8142  -2.9984  -0.3881
[110] curvatures predicted: -19.8142  -2.9984  -0.3881
[111] curvatures from bands: -20.6844  -1.2582  -1.2582
Error ratio on halving k, [123]: 15.92
Unaligned xx element, 4 random mixings: -3.809  -5.118  -3.380  -9.597
Change of aligned L, M, N under mixing: 6.0e-14
Invariants minus aligned values: 9.1e-14
Largest p inside the triplet: 3.8e-15 atomic units
Largest level shares: energy above E_v (eV), degeneracy, L, M, N
     1.223  1   -16.4012   -0.0000  -16.4012
     3.491  3    -0.0000   -3.9542   -3.9542
     8.125  2    -1.7967   -0.0000    0.8983
    26.075  3    -0.0000   -0.0398    0.0398
F, G, H1, H2: -16.4012  -0.8983  -3.9542  -0.0398
Left over in L, M, N from small levels: -0.0060  -0.0045  -0.0089
Direct gap to the singlet: 1.2231 eV
Singlet momentum energy 2p^2/m0: 20.060 eV
Cutoff 24, 137 waves: L, M, N: -17.2041  -3.0021  -19.4376
Cutoff 43, 307 waves: L, M, N: -17.2039  -2.9984  -19.4262
Cutoff 75, 701 waves: L, M, N: -17.2039  -2.9984  -19.4262
Spinless [100] masses, light and heavy: 0.0581  0.3335 m0
Spin-orbit splitting (rough): 0.30 eV
[100] light-hole mass with spin-orbit: 0.0802 m0
[100] heavy-hole mass with spin-orbit: 0.3335 m0
Edge rise by spin-orbit: 0.100 eV
L with the gap narrowed by that rise: -18.66
Thermal energy at 300 K: 25.85 meV
Light-band k at that energy: 0.1986 1/nm
Band energy against parabola there: -2.06 %
Form factor 8 shifted -0.005 Ry: L, M, N: -21.692  -2.956  -23.873
Form factor 8 shifted +0.005 Ry: L, M, N: -14.316  -3.041  -16.580
  gaps for the two shifts: 0.961  1.483 eV
  momentum energies for the two shifts: 20.081  20.041 eV
ALL CHECKS PASSED
```
